# Bound-to-free exciton ratio as a dopant gauge in silicon: test program

```python
"""Bound-to-free exciton line ratio in doped silicon as a dopant gauge.

Result under test: in the steady state
    R = I_bound / I_free = rho * C * (N - b) / (1/tau_b + e),
so R counts EMPTY neutral dopants, and gives N only if b << N.
n: free exciton density, b: bound exciton density, N: neutral dopants,
G: generation rate, C: capture coefficient, e: thermal release rate,
tau_f, tau_b: total free and bound lifetimes, rho: radiative rate ratio.
Densities in cm^-3, rates in s^-1, unless a name says otherwise.
The steady state is found by integrating the rate equations in time,
and is compared with the closed formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import gammaln

# Rough or round inputs in the regime of boron-doped silicon
T0 = 4.2                   # K
C = 1e-7                   # cm^3/s, assumed round value
TAU_F, TAU_B = 1e-5, 1e-6  # s
RHO = 1.0
E_BIND = 4e-3              # eV, exciton to neutral acceptor
G_FREE, G_ACC, G_BOUND = 48, 4, 72
M_T, M_L, M_HOLE = 0.19, 0.92, 0.30
axis_masses = np.array([M_T, M_T, M_L]) + M_HOLE
K_EV = const.k / const.e
WEAK, STRONG = 1e17, 1e20  # cm^-3 s^-1
DEPTH = 1e-2               # cm, depth filled by excitons
WAVELENGTH = 532e-9        # m


def translational_density(T, masses=axis_masses):
    """Thermal density of states per internal state, cm^-3."""
    m = np.asarray(masses) * const.m_e
    per_axis = np.sqrt(m * const.k * T / (2 * np.pi * const.hbar**2))
    return np.prod(per_axis) * 1e-6


def mass_action_density(T):
    return (translational_density(T) * G_FREE * G_ACC / G_BOUND
            * np.exp(-E_BIND / (K_EV * T)))


def release_rate(T):
    return C * mass_action_density(T)


def steady_by_time(G, N, tau_f=TAU_F, capture=C, decay=1 / TAU_B,
                   release=None):
    """Integrate from darkness; scaled units are 1e13 cm^-3 and 1 us."""
    if release is None:
        release = release_rate(T0)
    N = np.atleast_1d(np.asarray(N, float)) / 1e13
    cap = np.ones_like(N) * np.asarray(capture) * 1e7
    dec = np.ones_like(N) * np.asarray(decay) * 1e-6
    rel = np.ones_like(N) * np.asarray(release) * 1e-6
    gen, loss = G * 1e-19, 1e-6 / tau_f

    def rates(t, y):
        caught = cap * y[0] * (N - y[1:])
        freed = rel * y[1:]
        dn = gen - loss * y[0] - caught.sum() + freed.sum()
        return np.concatenate(([dn], caught - freed - dec * y[1:]))

    sol = solve_ivp(rates, (0, 400), np.zeros(N.size + 1),
                    method="LSODA", rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[0, -1] * 1e13, sol.y[1:, -1] * 1e13


def ratio_by_time(G, N, tau_f=TAU_F):
    n, b = steady_by_time(G, N, tau_f)
    return RHO * b[0] / n


GAMMA = 1 / TAU_B + release_rate(T0)
N_S = GAMMA / C
CALIB = RHO * C / GAMMA


def free_density_formula(G, N):
    lin = N_S / TAU_F + N / TAU_B - G
    return 2 * G * N_S / (lin + np.sqrt(lin**2 + 4 * G * N_S / TAU_F))


def slopes_formula(G, N):
    n = free_density_formula(G, N)
    theta = n / (n + N_S)
    f = N * theta / (TAU_B * G)
    d = 1 - theta * f
    return np.array([1 / d, -theta / d, -theta * (1 - f) / d])


def power_mw(G):
    photon = const.h * const.c / WAVELENGTH
    return G * DEPTH * photon * 1e3


# Translational density of states against an explicit sum over a box
box = 1e-6
k_values = 2 * np.pi * np.arange(-400, 401) / box
summed = 1.0
for mass in axis_masses:
    energy = (const.hbar * k_values)**2 / (2 * mass * const.m_e)
    summed *= np.exp(-energy / (const.k * T0)).sum() / box
assert abs(summed * 1e-6 / translational_density(T0) - 1) < 1e-8

# Mass-action law against a canonical sum over all occupations
sites, excitons, target = 2000, 1000, 500.0
volume = target / mass_action_density(T0)
occ = np.arange(excitons + 1)
log_w = (gammaln(sites + 1) - gammaln(occ + 1) - gammaln(sites - occ + 1)
         + occ * np.log(G_BOUND) + (sites - occ) * np.log(G_ACC)
         + occ * E_BIND / (K_EV * T0)
         + (excitons - occ) * np.log(G_FREE * translational_density(T0)
                                     * volume)
         - gammaln(excitons - occ + 1))
weights = np.exp(log_w - log_w.max())
mean_occ = (weights * occ).sum() / weights.sum()
found = (excitons - mean_occ) * (sites - mean_occ) / mean_occ
assert abs(found / target - 1) < 0.01  # finite-size fluctuations

print(f"temperature: {T0} K, kT: {K_EV*T0*1e3:.3f} meV")
print(f"capture coefficient: {C:.1e} cm^3/s")
print(f"lifetimes free, bound: {TAU_F*1e6:.0f}, {TAU_B*1e6:.0f} us")
print(f"binding energy: {E_BIND*1e3:.1f} meV; rho: {RHO:.1f}")
print(f"masses t, l, hole: {M_T}, {M_L}, {M_HOLE} m_e")
print(f"translational density: {translational_density(T0):.3e} cm^-3")
print(f"mass-action density K: {mass_action_density(T0):.3e} cm^-3")
print(f"release rate: {release_rate(T0):.3e} s^-1")
print(f"total emptying rate Gamma: {GAMMA:.4e} s^-1")
print(f"saturation density n_s: {N_S:.4e} cm^-3")
print(f"weak calibration R/N: {CALIB:.4e} cm^3")
print(f"depth: {DEPTH*1e4:.0f} um, light: {WAVELENGTH*1e9:.0f} nm")

# Filling, ratio and apparent concentration for three samples
results = {}
for G in (WEAK, STRONG):
    print(f"G = {G:.0e} cm^-3 s^-1, absorbed {power_mw(G):.3g} mW/cm^2")
    for N in (1e13, 1e14, 1e15):
        n, b = steady_by_time(G, N)
        R = RHO * b[0] / n
        assert abs(n / free_density_formula(G, N) - 1) < 1e-6
        assert abs(R / (CALIB * N / (1 + n / N_S)) - 1) < 1e-6
        assert abs(R / (CALIB * (N - b[0])) - 1) < 1e-6
        results[G, N] = n, b[0], R
        print(f" N={N:.0e}: n={n:.3e} cm^-3, b/N={b[0]/N:.4f}")
        print(f"  R={R:.4g}, apparent N={R/CALIB:.3e} cm^-3")
for N in (1e13, 1e14, 1e15):
    assert abs(results[WEAK, N][2] / (CALIB * N) - 1) < 0.02

# Far-saturated limit, approached when n is much larger than n_s
limit_R = RHO * 1e13 / (TAU_F * (STRONG - 1e13 / TAU_B))
assert abs(results[STRONG, 1e13][2] / limit_R - 1) < 0.03
print(f"saturated-limit R, N=1e13, strong: {limit_R:.4g}")

# Generation at which the apparent concentration is 5 percent low
eps = 0.05
for N in (1e13, 1e14, 1e15):
    G_eps = N_S * eps / ((1 - eps) * TAU_F) + N * eps / TAU_B
    assert abs(ratio_by_time(G_eps, N) / (CALIB * N) - (1 - eps)) < 1e-6
    print(f"5% error, N={N:.0e}: G={G_eps:.3e} cm^-3 s^-1,"
          f" {power_mw(G_eps):.3g} mW/cm^2")

# Logarithmic slopes from finite differences of the time integration
h = 0.002
up, down = np.exp(h), np.exp(-h)
print("log slopes of R in N, G, tau_f:")
for G, N in ((WEAK, 1e14), (STRONG, 1e14), (STRONG, 1e13)):
    pairs = [(ratio_by_time(G, N * up), ratio_by_time(G, N * down)),
             (ratio_by_time(G * up, N), ratio_by_time(G * down, N)),
             (ratio_by_time(G, N, TAU_F * up),
              ratio_by_time(G, N, TAU_F * down))]
    numeric = np.array([np.log(a / c) / (2 * h) for a, c in pairs])
    assert np.allclose(numeric, slopes_formula(G, N), rtol=2e-3, atol=1e-5)
    print(f" G={G:.0e}, N={N:.0e}: " + ", ".join(f"{s:.4f}" for s in numeric))

# A second dopant drains free excitons but leaves the weak ratio alone
N2, TAU_2 = 1e15, 3e-7
n_two, b_two = steady_by_time(WEAK, [1e14, N2], decay=[1 / TAU_B, 1 / TAU_2],
                              release=[release_rate(T0), 0.0])
n_one, b_one, R_one = results[WEAK, 1e14]
R_two = RHO * b_two[0] / n_two
assert abs(R_two / R_one - 1) < 0.01 and n_two < 0.5 * n_one
print(f"second dopant: {N2:.0e} cm^-3, bound lifetime {TAU_2*1e6:.1f} us")
print(f" free line falls to {n_two/n_one:.4f} of its value")
print(f" bound line falls to {b_two[0]/b_one:.4f} of its value")
print(f" ratio changes by factor {R_two/R_one:.5f}")

# Two strong measurements extrapolated to vanishing free-exciton line
G_low = 3e19
n_a, b_a = steady_by_time(G_low, 1e14)
n_b, b_b, R_b = results[STRONG, 1e14]
inv_a, inv_b = n_a / (RHO * b_a[0]), 1 / R_b
intercept = inv_a - n_a * (inv_b - inv_a) / (n_b - n_a)
N_recovered = 1 / (intercept * CALIB)
assert abs(N_recovered / 1e14 - 1) < 1e-4
print(f"extrapolation from G={G_low:.0e} and {STRONG:.0e} cm^-3 s^-1:")
print(f" 1/R: {inv_a:.5f}, {inv_b:.5f}; intercept {intercept:.5f}")
print(f" recovered N: {N_recovered:.4e} cm^-3")

# Temperature drift at constant C
for T in (5.0, 10.0):
    rel = release_rate(T)
    n_T, b_T = steady_by_time(WEAK, 1e14, release=rel)
    expected = RHO * C * 1e14 / (1 / TAU_B + rel)
    assert abs(RHO * b_T[0] / n_T / expected - 1) < 0.01
    print(f"calibration at {T:.0f} K / at {T0} K:"
          f" {expected/(CALIB*1e14):.4f}")

# Exponential depth profile: quadrature against the closed average
x = n_b / N_S
for front in (1.0, x):
    top = quad(lambda z: np.exp(-z) / (1 + front * np.exp(-z)), 0, 60)[0]
    bottom = quad(lambda z: np.exp(-z), 0, 60)[0]
    average = np.log(1 + front) / front
    assert abs(top / bottom - average) < 1e-7
    print(f"R/R_weak, front n/n_s={front:.3f}: profile {average:.4f},"
          f" uniform {1/(1+front):.4f}")

# Second exciton on a dopant, lost at twice the single decay rate
y = C * n_b * TAU_B / 2
matrix = np.array([[-C * n_b, GAMMA, 0],
                   [C * n_b, -GAMMA - C * n_b, 2 / TAU_B],
                   [1, 1, 1]])
matrix[:2] *= TAU_B
empty = np.linalg.solve(matrix, [0, 0, 1])[0]
assert abs(empty * (1 + x + x * y) - 1) < 1e-9
print(f"empty share, N=1e14 strong: one exciton {1/(1+x):.4f},"
      f" two allowed {empty:.4f}")

# Kinetic gas factors, then the density needed to feed a droplet
flux = quad(lambda v: v * np.exp(-v*v/2) / np.sqrt(2*np.pi), 0, 40)[0]
mean = quad(lambda v: 4*np.pi*v**3*np.exp(-v*v/2)/(2*np.pi)**1.5, 0, 40)[0]
assert abs(flux - mean / 4) < 1e-8 and abs(mean - np.sqrt(8/np.pi)) < 1e-8
mass_dos = np.prod(axis_masses)**(1 / 3)
speed = np.sqrt(8*const.k*T0 / (np.pi*mass_dos*const.m_e)) * 100
drop_radius, drop_density, drop_life, drop_work = 1e-6, 3e18, 1.5e-7, 8e-3
n_feed = 4 * drop_radius * drop_density / (3 * speed * drop_life)
n_vapour = (G_FREE * translational_density(T0)
            * np.exp(-drop_work / (K_EV * T0)))
print(f"thermal speed: {speed:.3e} cm/s, capture area: {C/speed:.2e} cm^2")
print(f"drop: radius {drop_radius*1e7:.0f} nm, {drop_density:.0e} cm^-3,"
      f" {drop_life*1e9:.0f} ns, {drop_work*1e3:.0f} meV")
print(f" n to feed drop: {n_feed:.2e}, vapour n: {n_vapour:.1e} cm^-3")

mean_mass = np.full(3, axis_masses.mean())
aniso = translational_density(T0, mean_mass) / translational_density(T0)
n_max = max(value[0] for value in results.values())
phase_filling = n_max / (G_FREE * translational_density(T0))
assert phase_filling < 0.05
print(f"release rate with averaged mass: factor {aniso:.3f}")
print(f"largest n / thermal state density: {phase_filling:.2e}")
print(f"dopant spacing at 1e15 cm^-3: {1e15**(-1/3)*1e7:.0f} nm")
print("finished without a failed check")
```

Running it gives:

```
temperature: 4.2 K, kT: 0.362 meV
capture coefficient: 1.0e-07 cm^3/s
lifetimes free, bound: 10, 1 us
binding energy: 4.0 meV; rho: 1.0
masses t, l, hole: 0.19, 0.92, 0.3 m_e
translational density: 1.125e+16 cm^-3
mass-action density K: 4.757e+11 cm^-3
release rate: 4.757e+04 s^-1
total emptying rate Gamma: 1.0476e+06 s^-1
saturation density n_s: 1.0476e+13 cm^-3
weak calibration R/N: 9.5459e-14 cm^3
depth: 100 um, light: 532 nm
G = 1e+17 cm^-3 s^-1, absorbed 0.373 mW/cm^2
 N=1e+13: n=9.561e+10 cm^-3, b/N=0.0090
  R=0.946, apparent N=9.910e+12 cm^-3
 N=1e+14: n=1.038e+10 cm^-3, b/N=0.0010
  R=9.536, apparent N=9.990e+13 cm^-3
 N=1e+15: n=1.047e+09 cm^-3, b/N=0.0001
  R=95.45, apparent N=9.999e+14 cm^-3
G = 1e+20 cm^-3 s^-1, absorbed 373 mW/cm^2
 N=1e+13: n=9.011e+14 cm^-3, b/N=0.9885
  R=0.01097, apparent N=1.149e+11 cm^-3
 N=1e+14: n=9.725e+13 cm^-3, b/N=0.9028
  R=0.9283, apparent N=9.725e+12 cm^-3
 N=1e+15: n=1.162e+12 cm^-3, b/N=0.0999
  R=85.92, apparent N=9.001e+14 cm^-3
saturated-limit R, N=1e13, strong: 0.01111
5% error, N=1e+13: G=5.551e+17 cm^-3 s^-1, 2.07 mW/cm^2
5% error, N=1e+14: G=5.055e+18 cm^-3 s^-1, 18.9 mW/cm^2
5% error, N=1e+15: G=5.006e+19 cm^-3 s^-1, 187 mW/cm^2
log slopes of R in N, G, tau_f:
 G=1e+17, N=1e+14: 1.0010, -0.0010, -0.0000
 G=1e+20, N=1e+14: 5.4043, -4.8787, -0.4744
 G=1e+20, N=1e+13: 1.1083, -1.0956, -0.9873
second dopant: 1e+15 cm^-3, bound lifetime 0.3 us
 free line falls to 0.0879 of its value
 bound line falls to 0.0880 of its value
 ratio changes by factor 1.00090
extrapolation from G=3e+19 and 1e+20 cm^-3 s^-1:
 1/R: 0.14872, 1.07722; intercept 0.10476
 recovered N: 1.0000e+14 cm^-3
calibration at 5 K / at 4.2 K: 0.7691
calibration at 10 K / at 4.2 K: 0.0098
R/R_weak, front n/n_s=1.000: profile 0.6931, uniform 0.5000
R/R_weak, front n/n_s=9.283: profile 0.2510, uniform 0.0972
empty share, N=1e14 strong: one exciton 0.0972, two allowed 0.0180
thermal speed: 1.562e+06 cm/s, capture area: 6.40e-14 cm^2
drop: radius 10 nm, 3e+18 cm^-3, 150 ns, 8 meV
 n to feed drop: 1.71e+13, vapour n: 1.4e+08 cm^-3
release rate with averaged mass: factor 1.160
largest n / thermal state density: 1.67e-03
dopant spacing at 1e15 cm^-3: 100 nm
finished without a failed check
```
